# The sixteen gamma-matrix products as a basis for 4×4 matrices

Calculations with the Dirac equation produce $4\times4$ matrices, such as a Hamiltonian, a self-energy or the outer product $u\bar u$ of two spinors, and one wants to write them as sums of gamma-matrix products and compare coefficients. Three things can go wrong.

The products may be linearly dependent, and then coefficients cannot be compared. The Pauli matrices anticommute just as the gamma matrices do, yet $\sigma_1\sigma_2\sigma_3=i\,1$, so the equation $x\,1+y\,\sigma_1\sigma_2\sigma_3=0$ is solved by $x=-iy$ for every $y$. The products may fail to span, and then a list of scalar, vector, tensor, axial and pseudoscalar terms would miss part of the matrix. Finally, the coefficient rule borrowed from the Pauli case gives wrong signs: for $M=\gamma^1$ the coefficient of $\gamma^1$ is $+1$, but $\tfrac14\operatorname{tr}(\gamma^1M)=\tfrac14\operatorname{tr}(-1)=-1$.

## Assumptions and theorem

The metric is $g^{\mu\nu}=\operatorname{diag}(+1,-1,-1,-1)$. The matrices $\gamma^0,\dots,\gamma^3$ are complex, of size $n\times n$, and satisfy
$$\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu}\,1 .\tag{1}$$
Nothing else is assumed until Hermitian conjugation appears. For $\mu\ne\nu$, (1) says that the matrices anticommute. For $\mu=\nu$ it says $(\gamma^\mu)^2=g^{\mu\mu}1$, so $\gamma_\mu=g_{\mu\mu}\gamma^\mu$ (no sum) is the inverse of $\gamma^\mu$. The antisymmetrized product is
$$\gamma^{\mu_1\dots\mu_k}=\frac1{k!}\sum_{\pi}\operatorname{sgn}(\pi)\,\gamma^{\mu_{\pi(1)}}\cdots\gamma^{\mu_{\pi(k)}},$$
summed over the permutations of $k$ objects. For a subset $A=\{\mu_1<\dots<\mu_k\}$ of $\{0,1,2,3\}$, with $k=|A|$, define $\Gamma_A=\gamma^{\mu_1\dots\mu_k}$ and $\Gamma_\emptyset=1$. There are $1+4+6+4+1=16$ subsets.

**Theorem.** Let $\eta_A=(-1)^{k(k-1)/2}\prod_{\mu\in A}g^{\mu\mu}$. Then $\Gamma_A^{-1}=\eta_A\Gamma_A$, and:

(a) $\operatorname{tr}(\Gamma_A\Gamma_B)=n\,\eta_A\,\delta_{AB}$, equivalently $\operatorname{tr}(\Gamma_A^{-1}\Gamma_B)=n\,\delta_{AB}$.

(b) The sixteen $\Gamma_A$ are linearly independent over the complex numbers, and $n\ge4$.

(c) If $n=4$, every complex $4\times4$ matrix has the unique expansion
$$M=\sum_A m_A\Gamma_A,\qquad m_A=\tfrac14\operatorname{tr}(\Gamma_A^{-1}M)=\tfrac14\eta_A\operatorname{tr}(\Gamma_AM).\tag{2}$$

The case $n=4$ exists. With $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$, the Dirac representation is
$$\gamma^0=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad \gamma^i=\begin{pmatrix}0&\sigma_i\\-\sigma_i&0\end{pmatrix}.$$
Block multiplication gives $(\gamma^0)^2=1$; $\gamma^0\gamma^i$ has $+\sigma_i$ in both off-diagonal blocks and $\gamma^i\gamma^0$ has $-\sigma_i$; and $\gamma^i\gamma^j=\operatorname{diag}(-\sigma_i\sigma_j,-\sigma_i\sigma_j)$, whose symmetrized sum is $-2\delta_{ij}$. This is (1).

## Lemmas

**Lemma 1.** $\Gamma_A=\gamma^{\mu_1}\gamma^{\mu_2}\cdots\gamma^{\mu_k}$. An antisymmetrized product with a repeated index vanishes, and one with distinct indices in any order equals $\pm\Gamma_A$.

*Proof.* Let the indices be distinct. The term belonging to $\pi$ is restored to the original order by exchanging neighbours. Each exchange gives $-1$ by (1), and the number of exchanges has the parity of $\pi$, so the term equals $\operatorname{sgn}(\pi)^2\gamma^{\mu_1}\cdots\gamma^{\mu_k}$. The $k!$ equal terms cancel the factor $1/k!$. Sorting the indices into increasing order gives only a further sign. Exchanging two index slots in the definition amounts to composing every $\pi$ with a transposition, which reverses every $\operatorname{sgn}(\pi)$ and so reverses the sum. If the two slots carry the same index the sum is also unchanged, so it is zero. $\square$

Five or more indices drawn from four values must repeat, so the sixteen $\Gamma_A$ are, up to sign, all nonzero antisymmetrized products.

**Lemma 2.** Let $A\triangle B$ be the set of indices in exactly one of $A$ and $B$, and $N(A,B)$ the number of pairs $a\in A$, $b\in B$ with $a>b$. Then
$$\Gamma_A\Gamma_B=(-1)^{N(A,B)}\Big(\prod_{c\in A\cap B}g^{cc}\Big)\Gamma_{A\triangle B}.\tag{3}$$

*Proof.* By Lemma 1 the left side is a word: the indices of $A$ in increasing order, then those of $B$. Call a pair of positions an inversion if the earlier index is strictly larger. There are none inside $A$ or inside $B$, so there are $N(A,B)$ in all. As long as an inversion remains, some neighbouring pair is inverted. Exchanging it costs $-1$, because the two indices differ, and removes exactly that one inversion. After $N(A,B)$ exchanges the word is non-decreasing. Each $c\in A\cap B$ then stands twice in adjacent places and gives the number $g^{cc}$. What remains is the ordered product over $A\triangle B$. $\square$

For example, $\Gamma_{12}\Gamma_{013}$ has the inverted pairs $(1,0)$, $(2,0)$, $(2,1)$, so $N=3$; the common index contributes $g^{11}=-1$; the product is $+\Gamma_{023}$.

**Lemma 3.** $\Gamma_A^2=\eta_A1$, and therefore $\Gamma_A^{-1}=\eta_A\Gamma_A$.

*Proof.* Put $B=A$ in (3). Each unordered pair of different elements of $A$ gives one pair with $a>b$, so $N=k(k-1)/2$; also $A\cap A=A$ and $A\triangle A=\emptyset$. Since $\eta_A^2=1$, $(\eta_A\Gamma_A)\Gamma_A=1$. $\square$

The factor $(-1)^{k(k-1)/2}$ is $+,+,-,-,+$ for $k=0,\dots,4$, and each spatial index contributes one more minus sign:

| $k$ | $\eta_A=+1$ | $\eta_A=-1$ |
|---|---|---|
| 0 | $\emptyset$ | |
| 1 | 0 | 1, 2, 3 |
| 2 | 01, 02, 03 | 12, 13, 23 |
| 3 | 123 | 012, 013, 023 |
| 4 | | 0123 |

Six signs are positive and ten are negative.

**Lemma 4.** $\operatorname{tr}\Gamma_A=0$ for every $A\ne\emptyset$.

*Proof.* Move $\gamma^\mu$ through $\Gamma_A$. It anticommutes with each factor except itself, with which it commutes, so
$$\gamma^\mu\Gamma_A=(-1)^{k-[\mu\in A]}\,\Gamma_A\gamma^\mu,\tag{4}$$
where $[\mu\in A]$ is 1 if $\mu$ belongs to $A$ and 0 otherwise. If $k$ is 2 or 4, choose $\mu\in A$; the exponent $k-1$ is odd. If $k$ is 1 or 3, choose $\mu\notin A$, which is possible because $k<4$; the exponent $k$ is odd. In both cases $\Gamma_A=-\gamma^\mu\Gamma_A(\gamma^\mu)^{-1}$. The cyclic property of the trace gives
$$\operatorname{tr}\Gamma_A=-\operatorname{tr}\big(\Gamma_A(\gamma^\mu)^{-1}\gamma^\mu\big)=-\operatorname{tr}\Gamma_A,$$
so the trace is zero. $\square$

## Proof of the theorem

(a) Take the trace of (3). If $A\ne B$, then $A\triangle B$ is not empty and Lemma 4 gives zero. If $A=B$, Lemma 3 gives $\eta_A\operatorname{tr}1=n\eta_A$. Multiplying by $\eta_A$ gives the second form.

(b) Suppose $\sum_Bx_B\Gamma_B=0$. Multiply from the left by $\Gamma_A^{-1}$ and take the trace: $0=\sum_Bx_B\,n\,\delta_{AB}=n\,x_A$. This holds for each $A$, so all $x_A$ vanish. The space of $n\times n$ matrices has dimension $n^2$ and contains sixteen independent elements, so $n^2\ge16$.

(c) For $n=4$ the dimension is 16, and sixteen independent vectors in a space of dimension 16 form a basis. Hence $M=\sum_Bm_B\Gamma_B$ with unique $m_B$. Multiplying by $\Gamma_A^{-1}$ and tracing gives $\operatorname{tr}(\Gamma_A^{-1}M)=4m_A$. $\square$

**Corollary 1.** For $n=4$,
$$\sum_A(\Gamma_A)_{ij}(\Gamma_A^{-1})_{kl}=4\,\delta_{il}\delta_{jk},\qquad \operatorname{tr}(MM')=4\sum_A\eta_A\,m_A\,m'_A .\tag{5}$$

*Proof.* Fix $l,k$ and take the matrix $M_{ij}=\delta_{il}\delta_{jk}$. Then $\operatorname{tr}(\Gamma_A^{-1}M)=\sum_{a,b}(\Gamma_A^{-1})_{ab}\delta_{bl}\delta_{ak}=(\Gamma_A^{-1})_{kl}$, and the $ij$ element of (2) is the first relation. For the second, expand both matrices and apply (a) to $\sum_{A,B}m_Am'_B\operatorname{tr}(\Gamma_A\Gamma_B)$. $\square$

## Remarks on the assumptions

*The trace form gives both signs.* The symmetric bilinear form $\operatorname{tr}(XY)$ has six positive and ten negative diagonal entries in this basis. The signs depend on the phases chosen for the basis elements, since $(i\Gamma_A)^2=-\Gamma_A^2$. Leaving $\eta_A$ out of (2) returns a matrix in which the ten terms with $\eta_A=-1$ have the wrong sign, which is the error met at the start with $M=\gamma^1$.

*The Hermitian form needs unitarity.* If every $\gamma^\mu$ is unitary, as in the Dirac representation where $\gamma^{0\dagger}=\gamma^0$ and $\gamma^{i\dagger}=-\gamma^i$, each $\Gamma_A$ is a product of unitary matrices. Then $\Gamma_A^{-1}=\Gamma_A^\dagger$, and (a) is orthogonality in the positive scalar product $\operatorname{tr}(X^\dagger Y)$. Relation (1) does not force unitarity, because $S\gamma^\mu S^{-1}$ satisfies (1) for any invertible $S$. Take the Dirac representation and $S=\operatorname{diag}(\lambda,\lambda,1,1)$ with real $\lambda>0$, which multiplies upper-right blocks by $\lambda$ and lower-left blocks by $1/\lambda$. The new $\gamma^1$ has blocks $\lambda\sigma_1$ and $-\sigma_1/\lambda$, and $\tfrac14\operatorname{tr}(\gamma^{1\dagger}\gamma^1)$, a quarter of the sum of squared moduli of the entries, is $\tfrac12(\lambda^2+\lambda^{-2})$. This differs from the true coefficient 1 unless $\lambda=1$. Formula (2), written with the inverse, is unaffected.

*With an odd number of generators, independence is not guaranteed.* Lemma 4 used an index outside $A$ for odd $k$. With an odd number of generators the full set has odd $k$ and no index is left; by (4) the full product commutes with every generator. For the three Pauli matrices $\sigma_1\sigma_2\sigma_3=i\sigma_3\sigma_3=i\,1$ has trace $2i$, and the eight products span only the four dimensions of $1,\sigma_1,\sigma_2,\sigma_3$. Other representations can keep the products independent: the eight products of $\gamma^0,\gamma^1,\gamma^2$ are among the sixteen $\Gamma_A$ and are independent by (b).

*Completeness needs $n=4$.* The $8\times8$ matrices $\gamma^\mu\otimes1_2$ satisfy (1), so (a) and (b) hold, but the products span 16 of 64 dimensions. The map $M\mapsto\frac1n\sum_A\Gamma_A\operatorname{tr}(\Gamma_A^{-1}M)$ reproduces each $\Gamma_B$ by (a), so it is a projection onto their span. It sends the nonzero matrix $1_4\otimes\sigma_3$ to zero, because the trace of a tensor product factorizes and $\operatorname{tr}\sigma_3=0$.

## The standard form

From here $n=4$ and repeated indices are summed unless stated otherwise. Define
$$\sigma^{\mu\nu}=\tfrac i2[\gamma^\mu,\gamma^\nu]=i\gamma^{\mu\nu},\qquad \gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3=i\Gamma_{0123},\qquad \epsilon^{0123}=+1 .$$
Lemma 3 gives $\gamma_5^2=i^2\eta_{0123}=+1$, and (4) with $k=4$ gives $\gamma^\mu\gamma_5=-\gamma_5\gamma^\mu$. Splitting a product into half the anticommutator plus half the commutator gives $\gamma^\mu\gamma^\nu=g^{\mu\nu}-i\sigma^{\mu\nu}$.

**Lemma 5.** $\gamma^{\mu\nu\rho}=i\epsilon^{\mu\nu\rho\sigma}\gamma_\sigma\gamma_5$ and $\gamma_5\sigma^{\mu\nu}=\tfrac i2\epsilon^{\mu\nu\rho\sigma}\sigma_{\rho\sigma}$.

*Proof.* Both sides vanish when free indices coincide. Let $\mu,\nu,\rho,\sigma$ be four distinct fixed values, write $\epsilon=\epsilon^{\mu\nu\rho\sigma}=\pm1$, and suspend summation. Sorting gives $\gamma^\mu\gamma^\nu\gamma^\rho\gamma^\sigma=\epsilon\,\Gamma_{0123}=-i\epsilon\gamma_5$. Multiplying from the right by $\gamma_\sigma$, the inverse of $\gamma^\sigma$, gives $\gamma^\mu\gamma^\nu\gamma^\rho=-i\epsilon\gamma_5\gamma_\sigma=i\epsilon\gamma_\sigma\gamma_5$. Only this one $\sigma$ contributes to the sum, which proves the first relation. For the second, $\gamma_5=i\epsilon\gamma^\mu\gamma^\nu\gamma^\rho\gamma^\sigma$, and $\gamma_5$ commutes with $\gamma^\mu\gamma^\nu$, so
$$\gamma_5\gamma^\mu\gamma^\nu=i\epsilon(\gamma^\mu\gamma^\nu)^2\gamma^\rho\gamma^\sigma=-i\epsilon\,g^{\mu\mu}g^{\nu\nu}\gamma^\rho\gamma^\sigma .$$
The product of all four diagonal metric entries is $-1$, so $g^{\mu\mu}g^{\nu\nu}=-g_{\rho\rho}g_{\sigma\sigma}$, and the right side is $i\epsilon\gamma_\rho\gamma_\sigma=\epsilon\,\sigma_{\rho\sigma}$. Multiplying by $i$ gives $\gamma_5\sigma^{\mu\nu}=i\epsilon\,\sigma_{\rho\sigma}$. The summed form contains this term twice, as $(\rho,\sigma)$ and $(\sigma,\rho)$, which accounts for the factor $\tfrac12$. $\square$

**Corollary 2.** Every $4\times4$ matrix is uniquely
$$M=a\,1+b_\mu\gamma^\mu+\tfrac12c_{\mu\nu}\sigma^{\mu\nu}+d_\mu\gamma^\mu\gamma_5+e\,\gamma_5,\qquad c_{\mu\nu}=-c_{\nu\mu},\tag{6}$$
$$a=\tfrac14\operatorname{tr}M,\quad b_\mu=\tfrac14\operatorname{tr}(\gamma_\mu M),\quad c_{\mu\nu}=\tfrac14\operatorname{tr}(\sigma_{\mu\nu}M),\quad d_\mu=\tfrac14\operatorname{tr}(\gamma_5\gamma_\mu M),\quad e=\tfrac14\operatorname{tr}(\gamma_5M).\tag{7}$$

*Proof.* By the definitions and Lemma 5, the matrices $1$, $\gamma^\mu$, $\sigma^{\mu\nu}$ with $\mu<\nu$, $\gamma^\mu\gamma_5$ and $\gamma_5$ are nonzero multiples $\lambda_A\Gamma_A$, one for each $A$. Rescaling preserves $\operatorname{tr}[(\lambda_A\Gamma_A)^{-1}\lambda_B\Gamma_B]=4\delta_{AB}$, so each coefficient is a quarter of the trace of $M$ with the inverse element. Without summation, $(\sigma^{\mu\nu})^2=i^2(-g^{\mu\mu}g^{\nu\nu})=g^{\mu\mu}g^{\nu\nu}$, so the inverse of $\sigma^{\mu\nu}$ is $\sigma_{\mu\nu}$. The inverse of $\gamma^\mu\gamma_5$ is $\gamma_5^{-1}(\gamma^\mu)^{-1}=\gamma_5\gamma_\mu$, in this order. The unrestricted sum over $\mu,\nu$ counts each pair twice with the same sign, since both $c$ and $\sigma$ are antisymmetric, so $\tfrac12c_{\mu\nu}\sigma^{\mu\nu}=\sum_{\mu<\nu}c_{\mu\nu}\sigma^{\mu\nu}$. $\square$

In $\operatorname{tr}M^2$ the cross terms vanish by (a). The squares of the basis elements are $1$, $g^{\mu\mu}$, $g^{\mu\mu}g^{\nu\nu}$, $\gamma^\mu\gamma_5\gamma^\mu\gamma_5=-g^{\mu\mu}$ and $1$, so
$$\operatorname{tr}M^2=4\big[a^2+b_\mu b^\mu+\tfrac12c_{\mu\nu}c^{\mu\nu}-d_\mu d^\mu+e^2\big].\tag{8}$$

*Reality of the coefficients.* Assume now $\gamma^{0\dagger}=\gamma^0$ and $\gamma^{i\dagger}=-\gamma^i$, and define $\overline X=\gamma^0X^\dagger\gamma^0$. Then $\overline{\gamma^0}=\gamma^0$ and $\overline{\gamma^i}=-\gamma^0\gamma^i\gamma^0=\gamma^i$. Because $\gamma^0\gamma^0=1$, $\overline{XY}=\overline Y\,\overline X$, and numbers are conjugated. For $\mu\ne\nu$, $\overline{\sigma^{\mu\nu}}=-i\gamma^\nu\gamma^\mu=\sigma^{\mu\nu}$. Next, $\overline{\gamma_5}=-i\gamma^3\gamma^2\gamma^1\gamma^0=-\gamma_5$, since reversing four factors takes six exchanges. Then $\overline{\gamma^\mu\gamma_5}=-\gamma_5\gamma^\mu=\gamma^\mu\gamma_5$. If $\overline M=M$, uniqueness of (6) gives real $a,b,c,d$ and $e^*=-e$. The condition is $\overline M=M$ and not $M^\dagger=M$.

## Worked example: a free electron

The algebra is in atomic units, $\hbar=m=1$, in the Dirac representation. The letter $c$ without indices is the speed of light. The inputs are round: wave vector $\mathbf k=(120,0,160)$ Å$^{-1}$, with $|\mathbf k|=200$ Å$^{-1}$, and spin direction $\mathbf n=(0,0.6,0.8)$. The constants are $\hbar c=1973.2698$ eV Å and $mc^2=510998.95$ eV.

### The Hamiltonian

$H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2$ with $\beta=\gamma^0$ and $\alpha^i=\gamma^0\gamma^i=\Gamma_{0i}=-i\sigma^{0i}$. By (7), $b_0=\tfrac14\operatorname{tr}(\gamma^0H)=c^2$. With $\sigma_{0i}=-\sigma^{0i}=-i\alpha^i$ and $\operatorname{tr}(\alpha^i\alpha^j)=4\eta_{0i}\delta_{ij}=4\delta_{ij}$ (no sum), $c_{0i}=-i\,cp^i$. All other coefficients vanish by (a). In eV, $cp^1=1973.2698\times120=236792$ and $cp^3=1973.2698\times160=315723$, so
$$b_0=510999\ \text{eV},\qquad (c_{01},c_{02},c_{03})=-i\,(236792,\;0,\;315723)\ \text{eV}.$$
$H$ is Hermitian, yet its tensor coefficients are imaginary. This agrees with the reality rule, because $\overline H=\gamma^0H\gamma^0=\beta c^2-c\,\boldsymbol\alpha\cdot\mathbf p$: the tensor part is odd under the bar.

By (4), $\beta$ anticommutes with $\alpha^i$, and the block form of $\alpha^i$ gives $\{\alpha^i,\alpha^j\}=2\delta_{ij}$, so $H^2=E^2\,1$ with $E^2=c^4+c^2\mathbf p^2$. Formula (8) gives the same value, since $\tfrac12c_{\mu\nu}c^{\mu\nu}=-\sum_i(c_{0i})^2=c^2\mathbf p^2$. With $c|\mathbf p|=1973.2698\times200=394654$ eV,
$$E=\sqrt{510999^2+394654^2}\ \text{eV}=645656\ \text{eV}=23727\ \text{hartree}.$$

### The matrix $\rho=u\bar u$

Let $w^\mu=(E,c\mathbf p)/c^2$, so that $\mathbf w^2=(w^0)^2-1=(w^0-1)\kappa$ with $\kappa=w^0+1$. Let $\chi$ be normalized with $(\mathbf n\cdot\boldsymbol\sigma)\chi=\chi$. Sandwiching $\{\sigma_i,\mathbf n\cdot\boldsymbol\sigma\}=2n^i$ between $\chi^\dagger$ and $\chi$ gives $\chi^\dagger\sigma_i\chi=n^i$. Define
$$u=N\begin{pmatrix}\chi\\ \phi\end{pmatrix},\qquad \phi=\frac{\boldsymbol\sigma\cdot\mathbf w}{\kappa}\chi,\qquad N^2=\frac\kappa2,\qquad \bar u=u^\dagger\gamma^0=N(\chi^\dagger,-\phi^\dagger).$$
This is a positive-energy eigenvector. The upper block of $Hu/(Nc^2)$ is $\chi+\mathbf w^2\chi/\kappa=w^0\chi$, and the lower block is $\kappa\phi-\phi=w^0\phi$.

Since $\operatorname{tr}(Xu\bar u)=\bar uXu$, the coefficients (7) of $\rho$ are the Dirac bilinears divided by four. Their evaluation uses $\phi^\dagger\phi=\mathbf w^2/\kappa^2=(w^0-1)/\kappa$, the real number $\chi^\dagger\phi=\mathbf w\cdot\mathbf n/\kappa$, and the identity $(\boldsymbol\sigma\cdot\mathbf w)\sigma_i(\boldsymbol\sigma\cdot\mathbf w)=2w^i\,\boldsymbol\sigma\cdot\mathbf w-\mathbf w^2\sigma_i$, obtained by anticommuting $\sigma_i$ past one factor. The block forms needed are these. From $\gamma^1\gamma^2=-i\operatorname{diag}(\sigma_3,\sigma_3)$, multiplication by $\gamma^3$, then by $\gamma^0$ and $i$, gives $\gamma_5$ with unit matrices in both off-diagonal blocks. With $\Sigma^k=\operatorname{diag}(\sigma_k,\sigma_k)$, $\alpha^i\gamma_5=\Sigma^i$ and $\sigma^{ij}=i\gamma^i\gamma^j=\epsilon_{ijk}\Sigma^k$ for $i\neq j$.

Scalar and vector:
$$\bar uu=\tfrac\kappa2\Big(1-\tfrac{w^0-1}\kappa\Big)=1,\qquad \bar u\gamma^0u=\tfrac\kappa2\Big(1+\tfrac{w^0-1}\kappa\Big)=w^0,$$
$$\bar u\gamma^iu=u^\dagger\alpha^iu=\tfrac12\chi^\dagger\{\sigma_i,\boldsymbol\sigma\cdot\mathbf w\}\chi=w^i .$$
Pseudoscalar and axial vector, the latter called $s^\mu=\bar u\gamma^\mu\gamma_5u$:
$$\bar u\gamma_5u=N^2(\chi^\dagger\phi-\phi^\dagger\chi)=0,\qquad s^0=u^\dagger\gamma_5u=2N^2\chi^\dagger\phi=\mathbf w\cdot\mathbf n,$$
$$s^i=u^\dagger\Sigma^iu=\tfrac\kappa2\Big[n^i\Big(1-\tfrac{\mathbf w^2}{\kappa^2}\Big)+\tfrac{2w^i\,\mathbf w\cdot\mathbf n}{\kappa^2}\Big]=n^i+\frac{w^i\,\mathbf w\cdot\mathbf n}{\kappa}.$$
Tensor, where the bar reverses the sign of the lower-block term and $[\sigma_i,\sigma_j]=2i\epsilon_{ijk}\sigma_k$:
$$\bar u\Sigma^ku=\tfrac\kappa2\Big[n^k\Big(1+\tfrac{\mathbf w^2}{\kappa^2}\Big)-\tfrac{2w^k\,\mathbf w\cdot\mathbf n}{\kappa^2}\Big]=w^0n^k-\frac{w^k\,\mathbf w\cdot\mathbf n}{\kappa},$$
$$\bar u\sigma^{0i}u=i\,u^\dagger\gamma^iu=\tfrac i2\chi^\dagger[\sigma_i,\boldsymbol\sigma\cdot\mathbf w]\chi=-(\mathbf w\times\mathbf n)^i .$$
Lowering indices, with $\sigma_{0i}=-\sigma^{0i}$, $\sigma_{ij}=\sigma^{ij}$ and $\gamma_5\gamma_\mu=-\gamma_\mu\gamma_5$,
$$a=\tfrac14,\quad b_\mu=\tfrac14w_\mu,\quad d_\mu=-\tfrac14s_\mu,\quad e=0,\quad c_{0i}=\tfrac14(\mathbf w\times\mathbf n)^i,\quad c_{ij}=\tfrac14\epsilon_{ijk}\Big(w^0n^k-\frac{w^k\,\mathbf w\cdot\mathbf n}\kappa\Big).\tag{9}$$
All are real, as required by $\overline\rho=\gamma^0(\gamma^0uu^\dagger)\gamma^0=u\bar u$. At rest $\mathbf w=0$ and $s^\mu=(0,\mathbf n)$, so $\mathbf n$ is the rest-frame spin direction. The components $c_{0i}$ vanish at rest and whenever the spin is along the momentum.

Uniqueness turns (9) into a matrix identity. Write $\not w=w_\mu\gamma^\mu$. The two vectors satisfy
$$w\cdot s=\mathbf w\cdot\mathbf n\,\big[w^0-1-\mathbf w^2/\kappa\big]=0,\qquad s\cdot s=-1+(\mathbf w\cdot\mathbf n)^2\big[1-2/\kappa-(w^0-1)/\kappa\big]=-1 .$$
Expand $R=\tfrac14(1+\not w)(1+\gamma_5\not s)$. The terms $1$, $\not w$ and $\gamma_5\not s=-s_\mu\gamma^\mu\gamma_5$ reproduce $a$, $b$ and $d$. The last term, by $w\cdot s=0$ and Lemma 5, is
$$\not w\gamma_5\not s=-\gamma_5\not w\not s=i\gamma_5\sigma^{\mu\nu}w_\mu s_\nu=-\tfrac12\epsilon^{\mu\nu\rho\sigma}w_\mu s_\nu\sigma_{\rho\sigma},$$
so $R$ has $e=0$ and $c^{\rho\sigma}=-\tfrac14\epsilon^{\mu\nu\rho\sigma}w_\mu s_\nu$. For spatial indices, $\epsilon^{0kij}=\epsilon_{ijk}=-\epsilon^{k0ij}$ gives $c^{ij}=\tfrac14\epsilon_{ijk}(w^0s^k-w^ks^0)$, and $w^0/\kappa-1=-1/\kappa$ turns this into the $c_{ij}$ of (9). For mixed indices, $\epsilon^{jk0i}=\epsilon_{ijk}$ gives $c^{0i}=-\tfrac14(\mathbf w\times\mathbf s)^i=-\tfrac14(\mathbf w\times\mathbf n)^i$, because $\mathbf s-\mathbf n$ is parallel to $\mathbf w$; lowering reverses the sign. All sixteen coefficients agree, so
$$u\bar u=\tfrac14(1+\not w)(1+\gamma_5\not s).$$
The coefficients $c$ and $d$ are linear in $\mathbf n$, so the average over $\mathbf n$ and $-\mathbf n$ is $\tfrac14(1+\not w)$.

### Numbers

Dividing the energies by $mc^2$ gives $w^0=645656/510999=1.263517$, $w^1=0.463391$, $w^2=0$, $w^3=0.617855$. Then $\mathbf w\cdot\mathbf n=0.617855\times0.8=0.494284$ and $N=\sqrt{(1+1.263517)/2}=1.063841$. The spin vector has $s^0=0.494284$, $s^2=0.6$, and
$$s^1=\frac{0.463391\times0.494284}{1+1.263517}=0.101191,\qquad s^3=0.8+\frac{0.617855\times0.494284}{1+1.263517}=0.934921 .$$
From (9), with the spatial signs reversed on lowering,
$$b_\mu=(0.315879,\,-0.115848,\,0,\,-0.154464),\qquad d_\mu=(-0.123571,\,0.025298,\,0.150000,\,0.233730).$$
The mixed tensor components are $c_{01}=-\tfrac14(0.617855\times0.6)=-0.092678$, $c_{02}=-\tfrac14(0.463391\times0.8)=-0.092678$ and $c_{03}=\tfrac14(0.463391\times0.6)=0.069509$. The equality of $c_{01}$ and $c_{02}$ is an accident of the inputs, $160\times0.6=120\times0.8$. Using $w^k\,\mathbf w\cdot\mathbf n/\kappa=s^k-n^k$,
$$c_{12}=\tfrac14\big[1.263517\times0.8-(0.934921-0.8)\big]=0.218973,$$
$$c_{13}=-\tfrac14(1.263517\times0.6)=-0.189528,\qquad c_{23}=-\tfrac14(0.101191)=-0.025298 .$$

The traces can also be read from the explicit spinor. For $\mathbf n=(0,\sin\theta,\cos\theta)$ the eigenvector is $\chi=(\cos\tfrac\theta2,\,i\sin\tfrac\theta2)$, with $\cos\tfrac\theta2=\sqrt{(1+0.8)/2}=0.948683$ and $\sin\tfrac\theta2=0.316228$. Multiplying by $N$ gives $u_1=1.009249$ and $u_2=0.336416\,i$. The lower components are $u_3=(w^3u_1+w^1u_2)/\kappa=0.275487+0.068872\,i$ and $u_4=(w^1u_1-w^3u_2)/\kappa=0.206615-0.091829\,i$. Then
$$a=\tfrac14\big[1.009249^2+0.336416^2-0.275487^2-0.068872^2-0.206615^2-0.091829^2\big]=0.25000,$$
and the same bracket with all signs positive gives $b_0=0.31588$.

Finally, $\operatorname{tr}\rho^2=(\bar uu)^2=1$. In (8) the scalar part is $4a^2=\tfrac14$, the vector part is $\tfrac14w\cdot w=\tfrac14$, the axial part is $-\tfrac14s\cdot s=\tfrac14$ and the pseudoscalar part is zero, so the tensor part must be $\tfrac14$ for every $\mathbf k$ and $\mathbf n$. With the values above,
$$4\big[0.218973^2+0.189528^2+0.025298^2-2\times0.092678^2-0.069509^2\big]=0.2500,$$
where the minus signs come from $g^{00}g^{ii}=-1$.
